# Low-Frequency Modes: Harmonic Entropy, Rates and Grimme's Free-Rotor Interpolation: verification in Python

```python
"""
Result under test: the entropy of a harmonic mode behaves as 1 - ln(x), with
x = (quantum)/(kT), so it diverges at low frequency; its free energy rises by
about kT ln 3 from 10 to 30 cm^-1.  Grimme's interpolation to a free rotor
halves the logarithmic slope, and its cap on the moment of inertia makes the
entropy finite.

Symbols: quantum = hbar*omega in eV; kT = thermal energy in eV;
b = hbar^2/(2 I) = rotational constant in eV for moment of inertia I;
b_cap = rotational constant of the inertia cap; entropies are in units of k_B.
Free energies include the zero-point energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import xlogy

temperature = 298.15
kT = const.k * temperature / const.e
cm = const.h * const.c * 100 / const.e          # eV per cm^-1
kcal = const.e * const.N_A / (1000 * const.calorie)  # kcal/mol per eV
inertia_cap = 1.0e-44                            # kg m^2
b_cap = const.hbar**2 / (2 * inertia_cap) / const.e
crossover = 100 * cm
b_torsion = 1.0e-4                              # eV, round model value


# ---------- closed formulas ----------
def harmonic_entropy(quantum):
    x = quantum / kT
    return x / np.expm1(x) - np.log(-np.expm1(-x))


def harmonic_energy(quantum):
    return 0.5 * quantum / np.tanh(0.5 * quantum / kT)


def harmonic_free_energy(quantum):
    return kT * np.log(2 * np.sinh(0.5 * quantum / kT))


def rotor_entropy(b):
    return 0.5 + 0.5 * np.log(np.pi * kT / b)


def weight(quantum):
    return 1 / (1 + (crossover / quantum)**4)


def grimme_entropy(quantum, cap=b_cap):
    w = weight(quantum)
    return w * harmonic_entropy(quantum) + (1 - w) * rotor_entropy(quantum + cap)


def grimme_free_energy(quantum):
    return harmonic_energy(quantum) - kT * grimme_entropy(quantum)


# ---------- direct statistical sums over energy levels ----------
def level_thermo(levels):
    """Free energy (eV), energy (eV), entropy (k_B) from a list of levels."""
    lowest = levels.min()
    boltzmann = np.exp(-(levels - lowest) / kT)
    z = boltzmann.sum()
    p = boltzmann / z
    return lowest - kT * np.log(z), np.sum(p * levels), -np.sum(xlogy(p, p))


def oscillator_levels(quantum):
    return quantum * (np.arange(int(60 * kT / quantum) + 20) + 0.5)


def rotor_levels(b):
    m_max = int(np.sqrt(60 * kT / b)) + 10
    return b * np.arange(-m_max, m_max + 1.0)**2


def torsion_levels(quantum):
    """V = (V0/2)(1 - cos phi), with V0 set by the harmonic quantum."""
    barrier = quantum**2 / b_torsion
    m = np.arange(-250, 251.0)
    diagonal = b_torsion * m**2 + barrier / 2
    return eigh_tridiagonal(diagonal, np.full(m.size - 1, -barrier / 4),
                            eigvals_only=True)


def grimme_entropy_from_levels(quantum, cap):
    w = weight(quantum)
    return (w * level_thermo(oscillator_levels(quantum))[2]
            + (1 - w) * level_thermo(rotor_levels(quantum + cap))[2])


low, high = 10 * cm, 30 * cm

# Harmonic thermodynamics against explicit level sums
for nu in (1, 10, 30, 200, 1000):
    f, u, s = level_thermo(oscillator_levels(nu * cm))
    assert abs(f - harmonic_free_energy(nu * cm)) < 1e-10
    assert abs(u - harmonic_energy(nu * cm)) < 1e-10
    assert abs(s - harmonic_entropy(nu * cm)) < 1e-9

# Low-frequency expansions: leading terms and quadratic coefficients
x = 0.1
f, u, s = level_thermo(oscillator_levels(x * kT))
assert abs((f / kT - np.log(x)) / x**2 - 1 / 24) < 3e-5
assert abs((u / kT - 1) / x**2 - 1 / 12) < 3e-5
assert abs((s - 1 + np.log(x)) / x**2 - 1 / 24) < 3e-5

# Harmonic free-energy change, with its leading quantum correction
delta_harmonic = (level_thermo(oscillator_levels(high))[0]
                  - level_thermo(oscillator_levels(low))[0])
correction = (high**2 - low**2) / (24 * kT)
assert abs(delta_harmonic - kT * np.log(3) - correction) < 1e-7

# Compact rotor formula against the SI definition and against level sums
for nu in (0.1, 1, 10, 30, 100):
    inertia = const.h / (8 * np.pi**2 * nu * 100 * const.c)
    capped = inertia * inertia_cap / (inertia + inertia_cap)
    si_entropy = 0.5 + np.log(np.sqrt(
        8 * np.pi**3 * capped * const.k * temperature / const.h**2))
    compact = rotor_entropy(nu * cm + b_cap)
    assert abs(si_entropy - compact) < 1e-8
    assert abs(level_thermo(rotor_levels(nu * cm + b_cap))[2] - compact) < 1e-7

# Without the inertia cap the interpolated entropy still diverges, at half slope
slope_uncapped = (grimme_entropy_from_levels(0.02 * cm, 0.0)
                  - grimme_entropy_from_levels(0.01 * cm, 0.0)) / np.log(2)
slope_harmonic = (level_thermo(oscillator_levels(0.02 * cm))[2]
                  - level_thermo(oscillator_levels(0.01 * cm))[2]) / np.log(2)
assert abs(slope_uncapped + 0.5) < 1e-6
assert abs(slope_harmonic + 1.0) < 1e-6

# With the cap there is a finite limit, and it is an upper bound
ceiling = level_thermo(rotor_levels(b_cap))[2]
assert abs(ceiling - rotor_entropy(b_cap)) < 1e-7
scan = np.logspace(-8, 3.5, 20001) * cm
assert np.all(grimme_entropy(scan) <= ceiling + 1e-10)
assert abs(grimme_entropy(1e-8 * cm) - ceiling) < 1e-6
assert grimme_entropy(1e-8 * cm, 0.0) > ceiling + 1

# Interpolated free-energy change, from level sums
delta_grimme = grimme_free_energy(high) - grimme_free_energy(low)
u_change = (level_thermo(oscillator_levels(high))[1]
            - level_thermo(oscillator_levels(low))[1])
s_change = (grimme_entropy_from_levels(high, b_cap)
            - grimme_entropy_from_levels(low, b_cap))
assert abs(delta_grimme - u_change + kT * s_change) < 1e-8
assert abs(delta_grimme / kT - 0.5 * np.log(3)) < 0.02

# Periodic torsion: free-rotor limit, harmonic limit, classical free energy
free_limit = rotor_entropy(b_torsion)
assert abs(level_thermo(torsion_levels(0.01 * cm))[2] - free_limit) < 1e-6
assert abs(level_thermo(torsion_levels(100 * cm))[2]
           - harmonic_entropy(100 * cm)) < 0.02
assert harmonic_entropy(1 * cm) > free_limit + 1
for quantum in (low, high):
    barrier = quantum**2 / b_torsion
    average = quad(lambda phi: np.exp(-barrier * (1 - np.cos(phi)) / (2 * kT)),
                   -np.pi, np.pi)[0] / (2 * np.pi)
    classical = -kT * np.log(np.sqrt(np.pi * kT / b_torsion) * average)
    # quantum correction is of order quantum^2/(24 kT), below 0.001 kT here
    assert abs(level_thermo(torsion_levels(quantum))[0] - classical) < 2e-3 * kT
delta_torsion = (level_thermo(torsion_levels(high))[0]
                 - level_thermo(torsion_levels(low))[0])


# Thermal width of the harmonic angle, against the Boltzmann distribution
def rms_angle(quantum):
    return np.sqrt(2 * b_torsion * kT) / quantum


for quantum in (1 * cm, low, high):
    stiffness = quantum**2 / (2 * b_torsion)
    edge = 12 * rms_angle(quantum)
    angle = np.linspace(-edge, edge, 8001)
    density = np.exp(-stiffness * angle**2 / (2 * kT))
    measured = np.sqrt(np.sum(angle**2 * density) / np.sum(density))
    assert abs(measured / rms_angle(quantum) - 1) < 1e-8

# Frequencies at which the curves cross
cross_rotor = brentq(lambda nu: harmonic_entropy(nu * cm)
                     - rotor_entropy(nu * cm + b_cap), 50, 400)
cross_ceiling = brentq(lambda nu: harmonic_entropy(nu * cm) - ceiling, 0.1, 10)
assert grimme_entropy(100 * cm) < harmonic_entropy(100 * cm)
assert grimme_entropy(300 * cm) > harmonic_entropy(300 * cm)

print(f"Temperature: {temperature:.2f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Interpolation crossover: {crossover / cm:.0f} cm^-1")
print(f"Inertia cap: {inertia_cap:.1e} kg m^2")
print(f"Rotational constant of cap: {b_cap:.4e} eV")
print(f"Wavenumber where rotor inertia equals cap: {b_cap / cm:.4f} cm^-1")
print(f"Torsion rotational constant: {b_torsion:.1e} eV")
for nu in (1, 10, 30):
    q = nu * cm
    print(f"--- mode at {nu} cm^-1 ---")
    print(f"Quantum: {q:.6f} eV; x = quantum/kT: {q / kT:.6f}")
    print(f"Harmonic entropy: {harmonic_entropy(q):.4f} k_B")
    print(f"Capped free-rotor entropy: {rotor_entropy(q + b_cap):.4f} k_B")
    print(f"Harmonic weight w: {weight(q):.3e}")
    print(f"Interpolated entropy: {grimme_entropy(q):.4f} k_B")
    print(f"Periodic-torsion entropy: {level_thermo(torsion_levels(q))[2]:.4f} k_B")
    print(f"Torsion barrier V0: {q**2 / b_torsion:.6f} eV")
    print(f"Harmonic rms angle: {rms_angle(q):.3f} rad")
print("--- change from 10 to 30 cm^-1 ---")
print(f"kT ln 3: {kT * np.log(3):.6f} eV")
print(f"Leading quantum correction: {correction:.6f} eV")
print(f"Harmonic free energy: {delta_harmonic:.6f} eV"
      f" = {delta_harmonic * kcal:.3f} kcal/mol")
print(f"Half of kT ln 3: {0.5 * kT * np.log(3):.6f} eV")
print(f"Interpolated free energy: {delta_grimme:.6f} eV"
      f" = {delta_grimme * kcal:.3f} kcal/mol")
print(f"Periodic-torsion free energy: {delta_torsion:.6f} eV")
print(f"Rate factor, harmonic: {np.exp(delta_harmonic / kT):.4f}")
print(f"Rate factor, interpolated: {np.exp(delta_grimme / kT):.4f}")
print(f"Rate factor, periodic torsion: {np.exp(delta_torsion / kT):.4f}")
print("--- limits ---")
print(f"Entropy slope per ln(frequency), harmonic: {slope_harmonic:.4f} k_B")
print(f"Same slope, interpolated without cap: {slope_uncapped:.4f} k_B")
print(f"Interpolated entropy ceiling: {ceiling:.4f} k_B")
print(f"Interpolated free-energy floor: {kT * (1 - ceiling):.6f} eV")
print(f"Interpolated free energy at 10 cm^-1: {grimme_free_energy(low):.6f} eV")
print(f"Free-rotor entropy limit of torsion: {free_limit:.4f} k_B")
print(f"Harmonic entropy passes ceiling below: {cross_ceiling:.3f} cm^-1")
print(f"Harmonic and rotor entropies cross at: {cross_rotor:.1f} cm^-1")
print("all good")
```

Running it gives:

```
Temperature: 298.15 K
Thermal energy kT: 0.025693 eV
Interpolation crossover: 100 cm^-1
Inertia cap: 1.0e-44 kg m^2
Rotational constant of cap: 3.4707e-06 eV
Wavenumber where rotor inertia equals cap: 0.0280 cm^-1
Torsion rotational constant: 1.0e-04 eV
--- mode at 1 cm^-1 ---
Quantum: 0.000124 eV; x = quantum/kT: 0.004826
Harmonic entropy: 6.3338 k_B
Capped free-rotor entropy: 3.7255 k_B
Harmonic weight w: 1.000e-08
Interpolated entropy: 3.7255 k_B
Periodic-torsion entropy: 3.8468 k_B
Torsion barrier V0: 0.000154 eV
Harmonic rms angle: 18.283 rad
--- mode at 10 cm^-1 ---
Quantum: 0.001240 eV; x = quantum/kT: 0.048257
Harmonic entropy: 4.0313 k_B
Capped free-rotor entropy: 2.5866 k_B
Harmonic weight w: 9.999e-05
Interpolated entropy: 2.5867 k_B
Periodic-torsion entropy: 3.8248 k_B
Torsion barrier V0: 0.015372 eV
Harmonic rms angle: 1.828 rad
--- mode at 30 cm^-1 ---
Quantum: 0.003720 eV; x = quantum/kT: 0.144770
Harmonic entropy: 2.9335 k_B
Capped free-rotor entropy: 2.0382 k_B
Harmonic weight w: 8.035e-03
Interpolated entropy: 2.0454 k_B
Periodic-torsion entropy: 3.0757 k_B
Torsion barrier V0: 0.138349 eV
Harmonic rms angle: 0.609 rad
--- change from 10 to 30 cm^-1 ---
kT ln 3: 0.028226 eV
Leading quantum correction: 0.000020 eV
Harmonic free energy: 0.028246 eV = 0.651 kcal/mol
Half of kT ln 3: 0.014113 eV
Interpolated free energy: 0.013948 eV = 0.322 kcal/mol
Periodic-torsion free energy: 0.027651 eV
Rate factor, harmonic: 3.0023
Rate factor, interpolated: 1.7210
Rate factor, periodic torsion: 2.9336
--- limits ---
Entropy slope per ln(frequency), harmonic: -1.0000 k_B
Same slope, interpolated without cap: -0.5000 k_B
Interpolated entropy ceiling: 5.5272 k_B
Interpolated free-energy floor: -0.116315 eV
Interpolated free energy at 10 cm^-1: -0.040762 eV
Free-rotor entropy limit of torsion: 3.8468 k_B
Harmonic entropy passes ceiling below: 2.240 cm^-1
Harmonic and rotor entropies cross at: 192.4 cm^-1
all good
```
